**Free-fermion terrace widths at small s, compared with the Wigner surmise**

For steps that cannot cross and do not otherwise interact, the density P(s) of scaled terrace widths s = w/L (w the width, L its mean) starts as π²s²/3, while the Wigner surmise starts as 32s²/π². The program asserts that the pair density from a three-fermion Slater determinant agrees with the kernel formula, and that a large ring approaches the sine kernel. It obtains P(s) separately from the probability of a step-free interval and asserts its leading coefficient, its norm and mean, and its s⁷ departure from the pair density. The surmise constants are found by solving the norm and mean conditions numerically. The output gives coefficients 3.28987 and 3.24228, so the surmise is 1.45 % low. For L = 5 nm, 0.850 % of terraces are narrower than 1 nm, and about 6.4 × 10⁵ independent terraces are needed for a one-sigma difference from the surmise. The program also asserts the small-s exponent for steps with an inverse-square repulsion, the sine kernel for steps on atomic rows, and the wandering length of a free step. With the example's repulsion the exponent rises from 2 to about 2.48, which matters far more than the difference between the two coefficients.

## Numerical check

```python
# Result under test: for non-crossing, otherwise free steps the density P(s) of
# terrace widths (s = width / mean width) starts as pi^2 s^2/3, whereas the
# Wigner surmise (32/pi^2) s^2 exp(-4 s^2/pi) starts with 32/pi^2.
# R2(s): density of any step at distance s from a given step (sine kernel).
# E(s): probability that an interval of length s holds no step; P = E''.
# rho_exp: small-s exponent of P when steps repel as A/w^2 per unit length.
import numpy as np
import sympy as sp
from numpy.polynomial import Chebyshev
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, fsolve
from scipy.special import gamma

pi = np.pi


def pair_density(s):
    return 1.0 - np.sinc(s)**2


# --- Pair density from the many-step wave function -------------------------
def slater_pair_density(r):
    """Three fermions on a ring of length 3; third position integrated out."""
    momenta = 2*pi*np.array([-1, 0, 1])/3
    third = np.arange(12)*3/12
    total = 0.0
    for z in third:
        matrix = np.exp(1j*np.outer(momenta, [0.0, r, z]))
        total += abs(np.linalg.det(matrix))**2/(6*3**3)
    return 6*total*3/12


for r in (0.2, 0.7, 1.3):
    ring_kernel = np.sin(pi*r)/(3*np.sin(pi*r/3))
    assert abs(slater_pair_density(r) - (1 - ring_kernel**2)) < 1e-12

n_ring = 401
modes = np.arange(n_ring) - n_ring//2
for r in (0.1, 0.6, 1.7):
    kernel_sum = np.mean(np.exp(2j*pi*modes*r/n_ring)).real
    assert abs(1 - kernel_sum**2 - pair_density(r)) < 1e-4

# --- Symbolic expansion of the pair density --------------------------------
x = sp.symbols('x', positive=True)
sine_series = sp.series(sp.sin(x), x, 0, 11).removeO()
expansion = sp.expand(1 - sine_series**2/x**2)
c2, c4, c6 = [expansion.coeff(x, k) for k in (2, 4, 6)]
assert (c2, c4, c6) == (sp.Rational(1, 3), -sp.Rational(2, 45),
                        sp.Rational(1, 315))
coef2, coef4, coef6 = float(c2)*pi**2, float(c4)*pi**4, float(c6)*pi**6

# --- Spacing density from the gap probability ------------------------------
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1)/2, weights/2
root_weights = np.sqrt(np.outer(weights, weights))
node_gaps = nodes[:, None] - nodes[None, :]


def gap_probability(s):
    return np.linalg.det(np.eye(40) - s*root_weights*np.sinc(s*node_gaps))


gap_fit = Chebyshev.interpolate(
    lambda grid: np.array([gap_probability(s) for s in grid]), 60,
    domain=[-1, 5])
gap_slope = gap_fit.deriv(1)
spacing = gap_fit.deriv(2)
norm = quad(spacing, 0, 5, limit=200)[0]
mean = quad(lambda s: s*spacing(s), 0, 5, limit=200)[0]
assert abs(norm - 1) < 1e-6 and abs(mean - 1) < 1e-6

q_wide, q_narrow = spacing(0.1)/0.1**2, spacing(0.05)/0.05**2
coef_numeric = (4*q_narrow - q_wide)/3      # removes the s^2 correction
assert abs(coef_numeric - coef2) < 3e-4     # remainder is of order s^4

second_numeric = (pair_density(0.1) - spacing(0.1))/0.1**7
second_formula = pi**6/4050
assert abs(second_numeric/second_formula - 1) < 0.03   # next term order s^2

# three-step density at close range, from the 3 x 3 kernel determinant
points = np.array([0.0, 0.04, 0.1])
triple = np.linalg.det(np.sinc(points[:, None] - points[None, :]))
product = (0.04*0.06*0.1)**2
assert abs(triple/product/(pi**6/135) - 1) < 0.03


# --- Wigner surmise from its two conditions --------------------------------
def surmise_conditions(params):
    a, b = params
    f = lambda s: a*s**2*np.exp(-b*s**2)
    return [quad(f, 0, 12)[0] - 1, quad(lambda s: s*f(s), 0, 12)[0] - 1]


a_solved, b_solved = fsolve(surmise_conditions, [3.0, 1.2])
coef_wigner = 32/pi**2
assert abs(a_solved - coef_wigner) < 1e-6 and abs(b_solved - 4/pi) < 1e-6


def surmise(s):
    return coef_wigner*s**2*np.exp(-4*s**2/pi)


ratio = coef_wigner/coef2
assert abs(a_solved/coef_numeric - 96/pi**4) < 2e-4
grid = np.linspace(0.05, 3, 591)
difference = surmise(grid) - spacing(grid)
first = np.where(difference[:-1]*difference[1:] < 0)[0][0]
crossing = brentq(lambda s: surmise(s) - spacing(s), grid[first],
                  grid[first + 1])
largest = np.argmax(abs(difference))

# --- Example: rough round parameters ---------------------------------------
mean_width = 5.0          # nm
row = 0.25                # nm
temperature = 600.0       # K
stiffness = 0.8           # eV/nm
repulsion = 0.001         # eV nm
narrow = 1.0              # nm
kT = constants.k*temperature/constants.e
s0 = narrow/mean_width
fraction = 1 + gap_slope(s0)
assert abs(fraction - quad(spacing, 0, s0)[0]) < 1e-9
fraction_leading = coef2*s0**3/3
fraction_wigner = quad(surmise, 0, s0)[0]
terraces_needed = fraction*(1 - fraction)/(fraction - fraction_wigner)**2

# --- Neglected effect 1: step repulsion ------------------------------------
strength = repulsion*stiffness/kT**2
rho_exp = 1 + np.sqrt(1 + 4*strength)
h = 0.001
xs = h*np.arange(1, 6001)
_, vec = eigh_tridiagonal(2/h**2 + strength/xs**2 + xs**2,
                          -np.ones(5999)/h**2, select='i',
                          select_range=(0, 0))
rho_numeric = 2*np.log(abs(vec[99, 0]/vec[49, 0]))/np.log(xs[99]/xs[49])
assert abs(rho_numeric - rho_exp) < 0.03    # trap and grid shift the slope

b_gen = (gamma((rho_exp + 2)/2)/gamma((rho_exp + 1)/2))**2
a_gen = 2*b_gen**((rho_exp + 1)/2)/gamma((rho_exp + 1)/2)
general = lambda s: a_gen*s**rho_exp*np.exp(-b_gen*s**2)
assert abs(quad(general, 0, 10)[0] - 1) < 1e-7
assert abs(quad(lambda s: s*general(s), 0, 10)[0] - 1) < 1e-7
fraction_repelled = quad(general, 0, s0)[0]
repulsion_limit = brentq(
    lambda A: 1 + np.sqrt(1 + 4*A*stiffness/kT**2) - 2.1, 0, 0.01)

# --- Neglected effect 2: atomic rows ---------------------------------------
rows_mean = int(round(mean_width/row))
filling = 1/rows_mean
sites = 21*rows_mean
hopping = np.zeros((sites, sites))
index = np.arange(sites)
hopping[index, (index + 1) % sites] = -1
hopping[(index + 1) % sites, index] = -1
orbitals = np.linalg.eigh(hopping)[1][:, :21]
ring_matrix = orbitals @ orbitals.T
separation = np.arange(12)
sine_row = filling*np.sinc(filling*separation)
assert np.max(abs(ring_matrix[0, :12] - sine_row)) < 1e-4
sine_matrix = sine_row[abs(separation[:, None] - separation[None, :])]


def row_probability(matrix, n):
    empty = [np.linalg.det(np.eye(m) - matrix[:m, :m]) if m else 1.0
             for m in (n - 1, n, n + 1)]
    return (empty[0] - 2*empty[1] + empty[2])/filling


for n in (4, 10):
    density = row_probability(ring_matrix, n)/filling
    assert abs(density/spacing(n*filling) - 1) < 0.01
rows_narrow = int(round(narrow/row))
fraction_rows = sum(row_probability(sine_matrix, n)
                    for n in range(1, rows_narrow + 1))
half_row_edge = narrow + row/2
fraction_half_row = 1 + gap_slope(half_row_edge/mean_width)

# --- Neglected effect 3: finite step length --------------------------------
wander_length = stiffness*mean_width**2/kT
segments = 200
precision = (2*np.eye(segments) - np.eye(segments, k=1)
             - np.eye(segments, k=-1))
precision[-1, -1] = 1
precision *= stiffness/(kT*wander_length/segments)
wander = np.sqrt(np.linalg.inv(precision)[-1, -1])
assert abs(wander/mean_width - 1) < 1e-8

# --- Output ----------------------------------------------------------------
print(f"s^2 coefficient, pi^2/3: {coef2:.5f}")
print(f"s^2 coefficient from gap probability: {coef_numeric:.5f}")
print(f"s^4 coefficient: {coef4:.4f}")
print(f"s^6 coefficient: {coef6:.4f}")
print(f"second-neighbour s^7 coefficient, formula: {second_formula:.4f}")
print(f"same from R2 - P at s = 0.1: {second_numeric:.4f}")
print(f"surmise coefficient, 32/pi^2: {coef_wigner:.5f}")
print(f"surmise / free-fermion coefficient: {ratio:.5f}")
print(f"surmise coefficient too low by: {100*(1 - ratio):.2f} %")
print("s | P | pi^2 s^2/3 | through s^4 | surmise")
for s in (0.05, 0.1, 0.2, 0.3, 0.5):
    print(f"{s:.2f} | {spacing(s):.6f} | {coef2*s**2:.6f} | "
          f"{coef2*s**2 + coef4*s**4:.6f} | {surmise(s):.6f}")
print(f"first crossing of surmise and P: s = {crossing:.3f}")
print(f"largest |surmise - P|: {abs(difference[largest]):.5f}"
      f" at s = {grid[largest]:.2f}")
print(f"mean terrace width: {mean_width:.2f} nm")
print(f"row spacing: {row:.2f} nm; rows per terrace: {rows_mean}")
print(f"temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"step stiffness: {stiffness:.2f} eV/nm")
print(f"narrow-terrace limit: {narrow:.2f} nm; s = {s0:.2f}")
print(f"w^2 coefficient, free fermions: {coef2/mean_width**3:.5f} nm^-3")
print(f"w^2 coefficient, surmise: {coef_wigner/mean_width**3:.5f} nm^-3")
print(f"fraction below limit, from P: {100*fraction:.4f} %")
print(f"fraction, leading term: {100*fraction_leading:.4f} %")
print(f"fraction, surmise: {100*fraction_wigner:.4f} %")
print(f"terraces for one-sigma difference: {terraces_needed:.2e}")
print(f"repulsion A: {repulsion:.4f} eV nm")
print(f"dimensionless repulsion: {strength:.3f}")
print(f"exponent with repulsion, formula: {rho_exp:.3f}")
print(f"exponent from two-step solution: {rho_numeric:.3f}")
print(f"fraction with repulsion: {100*fraction_repelled:.4f} %")
print(f"A that gives exponent 2.1: {repulsion_limit:.2e} eV nm")
print(f"fraction, whole rows up to limit: {100*fraction_rows:.4f} %")
print(f"continuum fraction below {half_row_edge:.3f} nm: "
      f"{100*fraction_half_row:.4f} %")
print(f"length over which a step wanders by L: {wander_length:.0f} nm")
print("all assertions hold")
```

It prints:

```
s^2 coefficient, pi^2/3: 3.28987
s^2 coefficient from gap probability: 3.28979
s^4 coefficient: -4.3293
s^6 coefficient: 3.0520
second-neighbour s^7 coefficient, formula: 0.2374
same from R2 - P at s = 0.1: 0.2353
surmise coefficient, 32/pi^2: 3.24228
surmise / free-fermion coefficient: 0.98553
surmise coefficient too low by: 1.45 %
s | P | pi^2 s^2/3 | through s^4 | surmise
0.05 | 0.008198 | 0.008225 | 0.008198 | 0.008080
0.10 | 0.032469 | 0.032899 | 0.032466 | 0.032013
0.20 | 0.124857 | 0.131595 | 0.124668 | 0.123251
0.30 | 0.263112 | 0.296088 | 0.261021 | 0.260211
0.50 | 0.593230 | 0.822467 | 0.551886 | 0.589590
first crossing of surmise and P: s = 0.733
largest |surmise - P|: 0.00516 at s = 1.10
mean terrace width: 5.00 nm
row spacing: 0.25 nm; rows per terrace: 20
temperature: 600 K; kT = 0.05170 eV
step stiffness: 0.80 eV/nm
narrow-terrace limit: 1.00 nm; s = 0.20
w^2 coefficient, free fermions: 0.02632 nm^-3
w^2 coefficient, surmise: 0.02594 nm^-3
fraction below limit, from P: 0.8501 %
fraction, leading term: 0.8773 %
fraction, surmise: 0.8387 %
terraces for one-sigma difference: 6.40e+05
repulsion A: 0.0010 eV nm
dimensionless repulsion: 0.299
exponent with repulsion, formula: 2.482
exponent from two-step solution: 2.471
fraction with repulsion: 0.4553 %
A that gives exponent 2.1: 1.75e-04 eV nm
fraction, whole rows up to limit: 1.1869 %
continuum fraction below 1.125 nm: 1.2004 %
length over which a step wanders by L: 387 nm
all assertions hold
```
